# Why silicon-germanium conductivity varies little at intermediate compositions

**Question.** Adding a little germanium to silicon, or a little silicon to germanium, sharply lowers the thermal conductivity. Across the intermediate compositions the conductivity then changes much less. Is this because scattering by the mass disorder is already strong there and varies slowly near the middle?

**Answer.** In part. Strong scattering explains why the conductivity is low, but a strong scattering rate could still change with composition and carry the conductivity with it. Nor does the usual measure of mass disorder, the variance divided by the squared mean mass, vary slowly at the middle. The basin is shallow because the mean squared mass deviation has a broad maximum, and because a whole spectrum of phonons responds to disorder only weakly: in the model below, where the anharmonic rate is assumed to rise as the square of frequency and boundaries are absent, about as the inverse square root of its strength. The change of the mean mass moves the minimum towards silicon, but it is not what makes the basin shallow.

## The mechanism

Heat in these crystals is carried mainly by lattice waves. In a random alloy the atomic masses differ from site to site, and each deviation from the mean scatters the waves. Long waves move neighbouring atoms almost together and are scattered weakly; the rate rises as the fourth power of frequency. Thermal vibrations also scatter the waves, through anharmonic forces, at a rate taken here to rise as the square of frequency.

The two rates cross at some frequency. Well above it disorder removes most of the heat current; well below it the waves carry heat almost as in an ordered crystal. If disorder becomes stronger, the crossover moves down, but the waves below it still escape. The conductivity therefore falls less than in proportion to the disorder.

Composition enters in two ways. The mean squared mass deviation follows $x(1-x)$, where $x$ is the germanium fraction, and this has a broad maximum. At the same time the lattice becomes heavier with $x$. That reduces the relative mass disorder, but it also lowers the conductivity the crystal would have without disorder. The two effects of mass oppose each other.

## How large is the mass disorder?

Let $M_1$ and $M_2$ be the silicon and germanium masses, and $\Delta=M_2-M_1$. The mean mass is $M=(1-x)M_1+xM_2$. A silicon site deviates from it by $-x\Delta$, a germanium site by $(1-x)\Delta$. With random occupation the mean squared deviation is

$$(1-x)x^2\Delta^2+x(1-x)^2\Delta^2=x(1-x)\Delta^2 ,$$

so the relative variance is

$$g=\frac{x(1-x)\Delta^2}{M^2}.$$

Its logarithmic slope is

$$\frac{d\ln g}{dx}=\frac1x-\frac1{1-x}-\frac{2\Delta}{M}.$$

Setting this to zero and multiplying by $Mx(1-x)$ gives $(1-2x)M=2\Delta x(1-x)$. With $M=M_1+x\Delta$, the terms in $x^2$ cancel, leaving $M_1=x(2M_1+\Delta)=x(M_1+M_2)$. The peak is at $x=M_1/(M_1+M_2)$, on the side rich in the lighter atom. For masses of 28.085 and 72.630 u it lies at $x=0.28$, where $g=0.243$. At $x=0.5$ the slope is $-2\Delta/M=-1.77$, which is not small.

## How fast does disorder scatter a wave?

For a harmonic wave of frequency $\omega$, Newton's law reads $m_i\omega^2\mathbf u_i=\sum_j\Phi_{ij}\mathbf u_j$, with $\mathbf u_i$ the displacement and $\Phi$ the force constants, assumed the same for all atom pairs of a given geometry. Write $m_i=M+\delta_i$ and divide by $M$:

$$\left(\omega^2-\frac{\Phi}{M}\right)\mathbf u=W\mathbf u,\qquad W_i=-\omega^2\frac{\delta_i}{M}.$$

The ordered crystal with mass $M$ has plane waves with polarization vectors $\mathbf e$ and squared frequencies $\omega'^2$. Since the $\delta_i$ are independent with zero mean, the averaged squared coupling of two such waves in a crystal of $N$ atoms is $\omega^4g|\mathbf e'^*\!\cdot\mathbf e|^2/N$. To second order in $W$ (the Born approximation), the squared frequency is shifted by

$$\Sigma=\frac{\omega^4g}{N}\sum_{\text{waves}}\frac{|\mathbf e'^*\!\cdot\mathbf e|^2}{\omega^2-\omega'^2+i0}.$$

The imaginary part of $1/(y+i0)$ is $-\pi\delta(y)$, and for positive frequencies $\delta(\omega^2-\omega'^2)=\delta(\omega-\omega')/(2\omega)$. Hence

$$\operatorname{Im}\Sigma=-\frac{\pi}{2}\,g\,\omega^3D(\omega),\qquad D(\omega)=\frac1N\sum_{\text{waves}}|\mathbf e'^*\!\cdot\mathbf e|^2\,\delta(\omega-\omega').$$

A small shift $\Sigma$ of $\omega^2$ shifts $\omega$ by $\Sigma/(2\omega)$. The amplitude thus decays at the rate $(\pi/4)g\omega^2D$, and the energy at twice that rate:

$$\frac1{\tau_{\rm dis}}=\frac{\pi}{2}\,g\,\omega^2D(\omega).$$

Now take the Debye model, with one sound speed $v$ for all three branches. The three polarizations at each wavevector form a complete set, so their weights $|\mathbf e'^*\!\cdot\mathbf e|^2$ add to one. With atomic volume $V$, counting wavevectors of length $q=\omega/v$ gives

$$D\,d\omega=\frac{V\,4\pi q^2dq}{(2\pi)^3}=\frac{V\omega^2}{2\pi^2v^3}\,d\omega ,$$

and therefore

$$\frac1{\tau_{\rm dis}}=A\omega^4,\qquad A=\frac{Vg}{4\pi v^3}.$$

Opposite outgoing directions are equally likely, so the scattered waves carry no net heat current on average. The decay rate is then also the rate at which the heat current relaxes.

## How does the conductivity respond?

For anharmonic scattering I take the customary high-temperature Umklapp model, an assumption and not a derived result:

$$\frac1{\tau_U}=B\omega^2,\qquad B=\frac{2\gamma^2k_BT}{Mv^2\omega_D}.$$

Here $\gamma$ is the Grüneisen parameter, which measures anharmonicity, and $T$ is the temperature. The Debye frequency $\omega_D$ is fixed by one wavevector per atom in each branch: $V\omega_D^3/(6\pi^2v^3)=1$.

In the classical limit each mode has heat capacity $k_B$. Three branches give $3k_B\omega^2/(2\pi^2v^3)$ per volume and frequency. Kinetic theory multiplies this by $v^2\tau/3$, the third coming from the average over directions. Adding the two rates,

$$\kappa=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}\frac{\omega^2\,d\omega}{A\omega^4+B\omega^2}
=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}\frac{d\omega}{B+A\omega^2}.$$

The substitution $\omega=s\sqrt{B/A}$ turns the integral into $\arctan(u)/\sqrt{AB}$, with $u=\omega_D\sqrt{A/B}$. Since $\sqrt{AB}=Bu/\omega_D$,

$$\kappa=\kappa_0\,\frac{\arctan u}{u},\qquad
\kappa_0=\frac{k_B\omega_D}{2\pi^2vB}=\frac{Mv\,\omega_D^2}{4\pi^2\gamma^2T}.$$

$\kappa_0$ is the conductivity without disorder. For the disorder strength, insert $A$ and $B$ and use $V\omega_D^3/v^3=6\pi^2$:

$$u^2=\frac{V\omega_D^3}{v^3}\,\frac{gMv^2}{8\pi\gamma^2k_BT}=\frac{3\pi}{4}\,\frac{gMv^2}{\gamma^2k_BT}.$$

There are two limits. For weak disorder, $\arctan u\approx u-u^3/3$, so $\kappa\approx\kappa_0(1-u^2/3)$: the loss is linear in $g$. For strong disorder, $\arctan u\to\pi/2$ and

$$\kappa\approx\frac{\pi\kappa_0}{2u}\propto\frac{\kappa_0}{\sqrt g}.$$

Doubling $g$ then divides the conductivity by about $\sqrt2$, not by 2. The crossover frequency is $\sqrt{B/A}=\omega_D/u$, and the share of heat carried below it is $\arctan(1)/\arctan(u)$, which tends to one half.

## Why is the basin shallow?

Suppose first that silicon and germanium sites share the same $V$, $\gamma$ and elastic energy $E=Mv^2$. Then $v$ and $\omega_D$ both vary as $M^{-1/2}$, so $\kappa_0\propto M\,M^{-1/2}M^{-1}=M^{-1/2}$. Also $u\propto\sqrt g\propto\sqrt{x(1-x)}/M$. In the strong limit

$$\kappa\propto\frac{M^{-1/2}M}{\sqrt{x(1-x)}}=\sqrt F,\qquad F=\frac{M}{x(1-x)}=\frac{M_1}{x}+\frac{M_2}{1-x}.$$

The last form follows on dividing $M=(1-x)M_1+xM_2$ by $x(1-x)$. The condition $dF/dx=0$ reads $M_1/x^2=M_2/(1-x)^2$, so

$$x_*=\frac{\sqrt{M_1}}{\sqrt{M_1}+\sqrt{M_2}},\qquad F_*=\left(\sqrt{M_1}+\sqrt{M_2}\right)^2 .$$

To see how shallow the minimum is, write $1/x=1+(1-x)/x$ and $1/(1-x)=1+x/(1-x)$ in $F$. Subtracting $F_*$ leaves a perfect square:

$$F-F_*=\frac{\left[\sqrt{M_1}(1-x)-\sqrt{M_2}\,x\right]^2}{x(1-x)}=F_*\frac{(x-x_*)^2}{x(1-x)}.$$

The bracket equals $(\sqrt{M_1}+\sqrt{M_2})(x_*-x)$, which gives the last step. Thus

$$\frac{\kappa}{\kappa_*}=\sqrt{1+\frac{(x-x_*)^2}{x(1-x)}},$$

where $\kappa_*$ is the minimum value. For the two masses $x_*=0.383$. At $x=0.5$ the fraction under the root is about 0.05, and the conductivity is less than 3% above its minimum.

This formula also shows what strength does. In the strong-disorder limit, and for two given masses, the shape of the basin does not depend on how strong the disorder scattering is relative to the Umklapp scattering. That relative strength sets the depth, and it sets how near the pure ends the formula holds, since it requires $u\gg1$.

## What are the numbers?

The masses are those of silicon and germanium, because their contrast is the physics in question. The rest are round model parameters: $V=0.021\ \mathrm{nm^3}$, $v=6000$ m/s at $x=0$, $\gamma=1$ and $T=300$ K. At $x=0.5$, $M=50.36$ u and $g=0.1956$. The sound speed is $6000\sqrt{28.085/50.36}=4481$ m/s, and $\omega_D=63.30$ rad/ps. With $E=1.679\times10^{-18}$ J and $k_BT=4.142\times10^{-21}$ J,

$$u=\sqrt{\frac{3\pi}{4}\times0.1956\times\frac{1.679\times10^{-18}}{4.142\times10^{-21}}}=13.67 .$$

The formula for $\kappa_0$ gives 126.8 W/(m K), and

$$\kappa=126.8\times\frac{\arctan 13.67}{13.67}=13.9\ \mathrm{W/(m\,K)}.$$

The same arithmetic at other compositions gives the following, with conductivities in W/(m K):

| $x$ | $g$ | $u$ | $\kappa_0$ | $\kappa$ |
|---|---|---|---|---|
| 0 | 0 | 0 | 169.8 | 169.8 |
| 0.01 | 0.024 | 4.8 | 168.4 | 47.9 |
| 0.10 | 0.169 | 12.7 | 157.7 | 18.5 |
| 0.30 | 0.243 | 15.2 | 139.7 | 13.8 |
| 0.50 | 0.196 | 13.7 | 126.8 | 13.9 |
| 0.70 | 0.119 | 10.6 | 116.9 | 16.2 |
| 0.90 | 0.038 | 6.1 | 109.0 | 25.3 |
| 1 | 0 | 0 | 105.6 | 105.6 |

Solving $\kappa(x)=\kappa(0)/2$ by numerical root finding gives $x=0.0023$: in this model about 0.2% germanium halves the conductivity. The pure ends here have no isotope disorder, which makes the first drop steeper than it would be with natural isotopes. A numerical minimization of the full formula puts the minimum at $x=0.39$, with $\kappa=13.6$ W/(m K). The small shift from $x_*$ comes from the factor $\arctan u$, which is slightly below $\pi/2$ and decreases as $u$ falls towards the germanium side.

How flat is this? Compare the largest value with the smallest in a window of composition:

| Quantity | $x=0.3$–$0.5$ | $x=0.2$–$0.8$ |
|---|---|---|
| $g$ | 1.24 | 3.11 |
| $x(1-x)$ | 1.19 | 1.56 |
| $\kappa$ | 1.02 | 1.40 |
| $\kappa_0$, no disorder | 1.10 | 1.31 |
| $\kappa_0/g$ | 1.13 | 2.51 |

The last row is a hypothetical crystal in which every phonon lifetime is inversely proportional to $g$, with no long waves escaping. Its conductivity varies much more, so the square-root response matters to the flatness. Over the wide window the conductivity of the model alloy nevertheless varies slightly more, in relative terms, than that of the crystal without disorder. This variation is still small in comparison with the drop from the pure ends to the minimum, by factors of 12.5 from silicon and 7.8 from germanium. In the narrow window around the minimum, the alloy is flatter than the disorder-free crystal even in relative terms. The changing mean mass is not what makes the basin shallow: with $M$ held at its value for $x=0.5$ in both $g$ and $\kappa_0$, the ratio for $\kappa$ over the wide window would be 1.23 instead of 1.40. Most of this difference comes from the displaced minimum: with the changing mass, a window of the same width from $x=0.13$ to $0.73$ gives 1.25.

## Which effects cancel at the middle?

Because $\kappa=\kappa_0\arctan(u)/u$ and $\ln u$ contains $\tfrac12\ln g$, at constant $E$ the slope is

$$\frac{d\ln\kappa}{dx}=\frac{d\ln\kappa_0}{dx}+s\,\frac{d\ln g}{dx},\qquad
s=\frac12\left[\frac{u}{(1+u^2)\arctan u}-1\right].$$

The response $s$ runs from 0 for weak disorder to $-1/2$ for strong disorder. At $x=0.5$ it is $-0.476$. The fall of $g$ contributes $(-0.476)(-1.769)=+0.84$. The heavier lattice contributes $-\Delta/(2M)=-0.44$ through $\kappa_0$. The sum is $+0.40$, so the cancellation is partial: an increase of $x$ by 0.01 raises $\kappa$ by about 0.4%. At the minimum the two terms cancel.

## Which phonons carry the heat?

At $x=0.5$ the crossover lies at $1/u=0.073$ of the Debye frequency, and 52% of the heat flows below it. Doubling $g$ there multiplies $\kappa$ by 0.717, close to $1/\sqrt2$.

This distribution limits the harm done by two approximations. The Born rate is doubtful when a wave decays within about one period. The energy decay rate times the period $2\pi/\omega$ is $2\pi A\omega^3$. At $\omega_D$ this equals $2\pi\times6\pi^2g/(4\pi)=3\pi^2g$, about 5.8 at $x=0.5$, so the Born rate cannot be trusted there. At half the Debye frequency the product is eight times smaller, about 0.7, and the approximation is marginal; it improves at lower frequencies. The share of heat above that point is $1-\arctan(u/2)/\arctan(u)$, or 4.8% in the model. This share itself rests on the Born rate. If no lifetime is allowed to be shorter than one period, the share rises to 10%, $\kappa$ at $x=0.5$ rises from 13.9 to 14.7 W/(m K), and the minimum moves to $x=0.41$. The product of rate and period is not the only criterion. A germanium atom in silicon has a mass excess of 1.6 times the host mass and scatters a wave repeatedly, however dilute the alloy is. Summing this repeated scattering in the same Debye model (coherent-potential approximation, used up to half the Debye frequency) changes $\kappa$ at $x=0.5$ by about 1%, but at $x=0.01$ it raises the rate by factors of 1.5 and 2.3 at 0.2 and 0.3 of $\omega_D$ and lowers $\kappa$ from 48 to about 41 W/(m K). The halving fraction becomes about 0.0017 and the minimum moves to about $x=0.35$; on the germanium-rich side $\kappa$ rises instead, from 25 to about 27 W/(m K) at $x=0.9$. The Born values are thus least reliable on the silicon-rich side.

The classical heat capacity also overestimates the high-frequency modes. Replacing $k_B$ by $k_B(y/\sinh y)^2$, with $y=\hbar\omega/(2k_BT)$, and integrating numerically with the same scattering rates changes $\kappa$ at $x=0.5$ from 13.9 to 13.8 W/(m K). At $x=0$, where all frequencies contribute equally in the classical model, it changes from 170 to 151 W/(m K). The Umklapp rate is a high-temperature form as well, while 300 K lies below the model's Debye temperature $\hbar\omega_D/k_B$, which is about 650 K at $x=0$ and 400 K at $x=1$. Its use here is therefore a further approximation.

## What if the germanium side is softer, or the crystal is a thin film?

Let $E$ and $V$ depend on composition. From $\omega_D\propto vV^{-1/3}$ follows $\kappa_0\propto Mv^3V^{-2/3}=EvV^{-2/3}$, with $v=\sqrt{E/M}$. Dividing by $u\propto\sqrt{gE}$ gives, for strong disorder,

$$\kappa\propto E\,V^{-2/3}\sqrt F .$$

A softer, larger germanium lattice lowers the right-hand side of the basin. As a model case, let $E$ fall linearly by 20% and $V$ rise linearly by 10% between $x=0$ and $x=1$. The minimum moves to $x=0.47$, with $\kappa=12.1$ W/(m K). The ratio over $x=0.2$–$0.8$ falls from 1.40 to 1.25, while that over $0.3$–$0.5$ rises from 1.02 to 1.06, because $x=0.3$ now lies farther from the minimum. The measured lattice and elastic constants of silicon and germanium correspond to a smaller fall of $E$, about 8%, and a rise of $V$ by about 13%, which puts the minimum near $x=0.43$. The place of the minimum is thus sensitive to the elastic model; a shallow basin survives these changes.

In a thin film, boundaries also scatter the long waves that escape the disorder. Suppose a boundary rate $C=v/L$, with $L$ a fixed length, dominates over Umklapp scattering. The integral becomes

$$\int_0^\infty\frac{\omega^2d\omega}{A\omega^4+C}=A^{-3/4}C^{-1/4}\int_0^\infty\frac{s^2ds}{s^4+1},$$

by $\omega=(C/A)^{1/4}s$, provided the new crossover is far below $\omega_D$. In this limit, at fixed $v$, $\kappa$ varies as $g^{-3/4}$, a stronger response than the bulk $g^{-1/2}$. With the parameters used here the limit is not fully reached: keeping both Umklapp scattering and the cutoff at $\omega_D$, the exponent at $x=0.5$ is about $-0.68$ for $L=100$ nm. The bulk explanation cannot be carried over unchanged to such a film. Nor is the effect confined to thin films: the mean free path at the crossover is about 1.3 μm at $x=0.5$ and grows as $\omega^{-2}$ below it, so $L=10$ μm still lowers $\kappa$ from 13.9 to 9.5 W/(m K) with an exponent of $-0.60$, and $L=0.1$ mm gives 12.0 W/(m K) and $-0.54$.

The values above are those of a model, not predictions for a particular sample; its germanium end, 105.6 W/(m K), lies far above the measured value of about 60 W/(m K) at room temperature. It leaves out force-constant disorder, clustering of like atoms, differences between branches, and anharmonic processes that redistribute energy among phonons without directly relaxing the heat current. Since half the current lies at low frequency, a change in the low-frequency rates can alter both the depth of the basin and the exponent $-1/2$.

Numerical values quoted here were computed with a short program.
